**Mueller functional against exact diagonalisation for the Hubbard dimer**

For two electrons on two equivalent sites with hopping $t$ and on-site interaction $U$, the Mueller interaction energy is $U[1/2-\sqrt{n(1-n)}]$, where $n$ is the bonding occupation per spin. The program builds the Hamiltonian in the full Fock space and evaluates the functional from its definition with a numerical matrix square root. It asserts the interaction formula at several $n$ and $U$, and its agreement for $U=4t$ with the lowest interaction energy found by scanning the relative phase of two-electron states with the same density matrix. For six values of $U$ from 0 to $20t$ it asserts that the numerically minimised energy equals the lowest eigenvalue. For $U=-4t$ it asserts that the minimum is instead $U/2-2t$, above the exact energy. A grid over real density matrices with unequal site densities, at $U=4t$, finds no energy below the exact one and places the minimum at equal densities. The output lists the energy contributions at $U=4t$, a table over $U$, and one asymmetric density matrix for which the functional gives $1.065\,t$ where the lowest value over pure states with one electron of each spin is $1.656\,t$. Entries printed as $-0.00000$ are zeros with a rounding sign.

## Verification by program

```python
"""Symmetric half-filled Hubbard dimer and the Mueller density-matrix functional.

Result under test: with natural occupations n and 1-n per spin, the Mueller
interaction energy is U*(1/2 - sqrt(n(1-n))). For U >= 0, minimising the total
energy gives the exact ground-state energy U/2 - sqrt(4 t^2 + U^2/4).
For U < 0 the minimum is U/2 - 2t instead, which is above the exact energy.

Symbols: t hopping, U on-site interaction, gamma one-body density matrix of
one spin (trace 1, equal for both spins), d = gamma_11 - gamma_22,
c = gamma_12, s = sqrt(det gamma). Energies are in units of t.
"""
import numpy as np
from scipy.optimize import minimize_scalar

t = 1.0

# Second-quantised operators; mode order: 1 up, 1 down, 2 up, 2 down.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(m) for m in range(4)]
up, down = [ops[0], ops[2]], [ops[1], ops[3]]
hopping = sum(s[0].T @ s[1] + s[1].T @ s[0] for s in (up, down))
double_occ = sum(up[i].T @ up[i] @ down[i].T @ down[i] for i in range(2))
number = np.diag(sum(a.T @ a for a in ops))
two_electron = np.where(np.abs(number - 2) < 1e-12)[0]
vacuum = np.zeros(16)
vacuum[0] = 1.0


def expectation(op, state):
    return np.vdot(state, op @ state).real


def spin_rdm(state, spin_ops):
    return np.array([[np.vdot(state, spin_ops[j].T @ spin_ops[i] @ state)
                      for j in range(2)] for i in range(2)])


def exact_ground(U):
    """All two-electron levels, and the ground state in Fock space."""
    H = -t * hopping + U * double_occ
    levels, vectors = np.linalg.eigh(H[np.ix_(two_electron, two_electron)])
    state = np.zeros(16)
    state[two_electron] = vectors[:, 0]
    return levels, state


def mueller_parts(gamma, U):
    """Hartree and exchange-correlation parts from the definition."""
    occ, orb = np.linalg.eigh(gamma)
    root = orb @ np.diag(np.sqrt(np.clip(occ, 0, None))) @ orb.T
    density = 2 * np.diag(gamma)
    hartree = 0.5 * U * np.sum(density**2)
    xc = -0.5 * U * 2 * np.sum(np.diag(root)**2)
    return hartree, xc


def mueller_energy(gamma, U):
    return -4 * t * gamma[0, 1] + sum(mueller_parts(gamma, U))


bonding = np.array([1.0, 1.0]) / np.sqrt(2)
antibonding = np.array([1.0, -1.0]) / np.sqrt(2)


def symmetric_gamma(n):
    return (n * np.outer(bonding, bonding)
            + (1 - n) * np.outer(antibonding, antibonding))


def minimise_mueller(U):
    """Global grid search in n = cos^2(angle), then local refinement."""
    def energy(angle):
        return mueller_energy(symmetric_gamma(np.cos(angle)**2), U)
    grid = np.linspace(0, np.pi / 2, 401)
    values = [energy(x) for x in grid]
    k = int(np.argmin(values))
    fine = minimize_scalar(energy, method="bounded",
                           bounds=(grid[max(k - 1, 0)], grid[min(k + 1, 400)]),
                           options={"xatol": 1e-10})
    if fine.fun < values[k]:
        return fine.fun, np.cos(fine.x)**2
    return values[k], np.cos(grid[k])**2


def pair_state(gamma, phase):
    """Two-electron state with density matrix gamma and a relative phase."""
    occ, orb = np.linalg.eigh(gamma)
    amplitudes = np.sqrt(occ) * np.array([np.exp(1j * phase), 1.0])
    C = orb @ np.diag(amplitudes) @ orb.T
    return sum(C[i, j] * (up[i].T @ down[j].T @ vacuum)
               for i in range(2) for j in range(2))


phases = np.linspace(0, 2 * np.pi, 73)   # contains 0 and pi


def constrained_search(gamma, U):
    return min(U * expectation(double_occ, pair_state(gamma, p))
               for p in phases)


# Interaction formula, kinetic formula and exactness on symmetric gamma.
for n in (0.55, 0.7, 0.85, 0.97):
    gamma = symmetric_gamma(n)
    overlap = np.sqrt(n * (1 - n))
    for U in (-4.0, 1.0, 4.0):
        assert abs(sum(mueller_parts(gamma, U)) - U * (0.5 - overlap)) < 1e-10
    for p in phases[::5]:
        state = pair_state(gamma, p)
        assert np.allclose(spin_rdm(state, up), gamma, atol=1e-12)
        assert np.allclose(spin_rdm(state, down), gamma, atol=1e-12)
        assert abs(expectation(-t * hopping, state)
                   + 2 * t * (2 * n - 1)) < 1e-12
        assert abs(expectation(double_occ, state)
                   - (0.5 + overlap * np.cos(p))) < 1e-12
    assert abs(constrained_search(gamma, 4.0)
               - sum(mueller_parts(gamma, 4.0))) < 1e-10
    assert abs(constrained_search(gamma, -4.0) + 4 * (0.5 + overlap)) < 1e-10

# Minimisation against diagonalisation for repulsion, and the exact spectrum.
table = []
for U in (0.0, 0.1, 1.0, 4.0, 10.0, 20.0, -4.0):
    levels, state = exact_ground(U)
    gap = np.sqrt(4 * t**2 + U**2 / 4)
    expected = np.sort([U / 2 - gap, 0, 0, 0, U, U / 2 + gap])
    assert np.allclose(levels, expected, atol=1e-10)
    n_exact = np.linalg.eigvalsh(spin_rdm(state, up))[-1]
    assert abs(n_exact - 0.5 * (1 + 4 * t / np.sqrt(U**2 + 16 * t**2))) < 1e-10
    e_min, n_min = minimise_mueller(U)
    if U >= 0:
        assert abs(e_min - levels[0]) < 1e-9
        # A flat minimum fixes the position less sharply than the energy.
        assert abs(n_min - n_exact) < 1e-5
    else:
        # At n = 1 rounding of a zero occupation enters through its root.
        assert abs(e_min - (U / 2 - 2 * t)) < 1e-6
        assert n_min > 1 - 1e-6 and e_min > levels[0] + 0.1
    table.append((U, levels[0], e_min, n_exact, n_min))

# General real spin-compensated gamma: closed form and global minimum.
U = 4.0
exact_energy = exact_ground(U)[0][0]
best = (np.inf, None, None)
for r in np.linspace(0, 1, 61):
    for angle in np.linspace(0, 2 * np.pi, 73):
        d, c = r * np.cos(angle), 0.5 * r * np.sin(angle)
        gamma = np.array([[(1 + d) / 2, c], [c, (1 - d) / 2]])
        energy = mueller_energy(gamma, U)
        assert energy > exact_energy - 1e-9
        if r < 0.99:
            s = np.sqrt(np.linalg.det(gamma))
            closed = U * (0.5 - s + d**2 * (1 + 4 * s) / (2 * (1 + 2 * s)))
            assert abs(sum(mueller_parts(gamma, U)) - closed) < 1e-9
        if energy < best[0]:
            best = (energy, d, c)
assert abs(best[1]) < 1e-12 and best[0] - exact_energy < 1e-3

# An asymmetric density matrix, where the functional is not exact.
d_asym, c_asym = 0.4, 0.3
gamma_asym = np.array([[(1 + d_asym) / 2, c_asym],
                       [c_asym, (1 - d_asym) / 2]])
w_asym_mueller = sum(mueller_parts(gamma_asym, U))
w_asym_exact = constrained_search(gamma_asym, U)
assert abs(w_asym_mueller - w_asym_exact) > 0.1

# Worked example.
e_opt, n_opt = minimise_mueller(U)
gamma_opt = symmetric_gamma(n_opt)
hartree, xc = mueller_parts(gamma_opt, U)
ground = exact_ground(U)[1]
e_rhf = expectation(-t * hopping + U * double_occ,
                    pair_state(symmetric_gamma(1.0).round(15), 0.0)
                    if False else
                    sum(bonding[i] * bonding[j] * (up[i].T @ down[j].T @ vacuum)
                        for i in range(2) for j in range(2)))
assert abs(e_rhf - (U / 2 - 2 * t)) < 1e-12
assert abs(hartree + xc - U * expectation(double_occ, ground)) < 1e-5

print("Worked example, all energies in units of t")
print(f"hopping t = {t:.1f}, interaction U = {U:.1f}")
print(f"optimal bonding occupation per spin n = {n_opt:.5f}")
print(f"antibonding occupation per spin 1-n = {1 - n_opt:.5f}")
print(f"off-diagonal element gamma_12 = {gamma_opt[0, 1]:.5f}")
print(f"sqrt(n(1-n)) = {np.sqrt(n_opt * (1 - n_opt)):.5f}")
print(f"kinetic energy = {-4 * t * gamma_opt[0, 1]:.5f} t")
print(f"Hartree energy = {hartree:.5f} t")
print(f"exchange-correlation energy = {xc:.5f} t")
print(f"Mueller interaction energy = {hartree + xc:.5f} t")
print(f"exact interaction energy = {U * expectation(double_occ, ground):.5f} t")
print(f"Mueller minimum energy = {e_opt:.6f} t")
print(f"exact ground-state energy = {exact_energy:.6f} t")
print(f"restricted Hartree-Fock energy = {e_rhf:.5f} t")
print(f"exact minus Hartree-Fock = {exact_energy - e_rhf:.5f} t")
print("Energy curve at U = 4 t: n, Mueller interaction (t), total (t)")
for n in (0.5, 0.7, 0.8, 0.9, 1.0):
    g = symmetric_gamma(n)
    print(f"  {n:.1f}  {sum(mueller_parts(g, U)):.5f}"
          f"  {mueller_energy(g, U):.5f}")
print("U (t), exact E (t), Mueller minimum (t), exact n, Mueller n")
for row in table:
    print("  {:5.1f}  {:.6f}  {:.6f}  {:.5f}  {:.5f}".format(*row))
U_strong = 20.0
print(f"strong-coupling estimate -4t^2/U at U = {U_strong:.0f} t: "
      f"{-4 * t**2 / U_strong:.5f} t")
print(f"asymmetric gamma at U = 4 t: d = {d_asym}, gamma_12 = {c_asym}")
print(f"  Mueller interaction = {w_asym_mueller:.5f} t")
print(f"  exact constrained-search interaction = {w_asym_exact:.5f} t")
print("ALL CHECKS PASSED")
```

It prints:

```
Worked example, all energies in units of t
hopping t = 1.0, interaction U = 4.0
optimal bonding occupation per spin n = 0.85355
antibonding occupation per spin 1-n = 0.14645
off-diagonal element gamma_12 = 0.35355
sqrt(n(1-n)) = 0.35355
kinetic energy = -1.41421 t
Hartree energy = 4.00000 t
exchange-correlation energy = -3.41421 t
Mueller interaction energy = 0.58579 t
exact interaction energy = 0.58579 t
Mueller minimum energy = -0.828427 t
exact ground-state energy = -0.828427 t
restricted Hartree-Fock energy = -0.00000 t
exact minus Hartree-Fock = -0.82843 t
Energy curve at U = 4 t: n, Mueller interaction (t), total (t)
  0.5  -0.00000  -0.00000
  0.7  0.16697  -0.63303
  0.8  0.40000  -0.80000
  0.9  0.80000  -0.80000
  1.0  2.00000  0.00000
U (t), exact E (t), Mueller minimum (t), exact n, Mueller n
    0.0  -2.000000  -2.000000  1.00000  1.00000
    0.1  -1.950625  -1.950625  0.99984  0.99984
    1.0  -1.561553  -1.561553  0.98507  0.98507
    4.0  -0.828427  -0.828427  0.85355  0.85355
   10.0  -0.385165  -0.385165  0.68570  0.68570
   20.0  -0.198039  -0.198039  0.59806  0.59806
   -4.0  -4.828427  -4.000000  0.85355  1.00000
strong-coupling estimate -4t^2/U at U = 20 t: -0.20000 t
asymmetric gamma at U = 4 t: d = 0.4, gamma_12 = 0.3
  Mueller interaction = 1.06533 t
  exact constrained-search interaction = 1.65609 t
ALL CHECKS PASSED
```
